\section*{Lévy and Staging Moves for Brownian Bridges in Path-Integral Sampling}

\section{Scaling argument and setting}

A free imaginary-time path of duration $\beta$ has one squared length, $\lambda\beta$ with $\lambda=\hbar^2/2m$. Cut into $P$ links of duration $\tau=\beta/P$, it has a second, $\lambda\tau=\lambda\beta/P$, which sets the mean-square step of a single bead between its neighbours. A collective coordinate $X=P^{-1}\sum_k s_kx_k$, with $s_k$ a smooth profile of order one such as $\sin(\pi k/P)$, changes in one sweep by $P$ steps, each divided by $P$. If the steps are treated as independent, its mean-square change is of order
\[
P\,\frac{1}{P^2}\,\frac{\lambda\beta}{P}=\frac{\lambda\beta}{P^2}.
\]
Its equilibrium variance is of order $\lambda\beta$, so diffusion needs of order $P^2$ sweeps. A move that redraws the whole path changes $X$ by its full width at once, and no power of $P$ is left. The derivations below supply the factors and conditions.

The ends $x_0,x_P$ are fixed and the interior beads have weight $\pi\propto e^{-S}$,
\begin{equation}
S=\sum_{k=0}^{P-1}\frac{(x_{k+1}-x_k)^2}{4\lambda\tau}
+\tau\sum_{k=1}^{P-1}V(x_k).
\label{eq:action}
\end{equation}
This is the primitive discretization of a density-matrix element; end-point potential terms are constants and are dropped. In several dimensions the free construction applies to each Cartesian component. Numbers are in Rydberg units: $\hbar=1$, electron mass $1/2$, hence $\lambda=1$ Ry\,bohr$^2$. Relaxation time means $1/(1-\mu)$, where $\mu$ is the largest modulus in the nontrivial spectrum of a move or sweep.

\section{Drawing the free bridge}

\subsection{Lévy construction}

Set $V=0$. Integrating out the beads inside a segment of $p$ links convolves $p$ Gaussians of variance $2\lambda\tau$, and variances add, so its end points are joined by a Gaussian of variance $2\lambda\tau p$. Let bead $c$ lie between known beads $a<c<b$, with $p=c-a$ and $q=b-c$. Collecting powers of $x_c$ and completing the square gives
\begin{align}
\frac{(x_c-x_a)^2}{4\lambda\tau p}+\frac{(x_b-x_c)^2}{4\lambda\tau q}
&=\frac{p+q}{4\lambda\tau pq}(x_c-\bar x)^2
+\frac{(x_b-x_a)^2}{4\lambda\tau(p+q)},\\
\bar x&=\frac{qx_a+px_b}{p+q}.
\end{align}
The last term of the first line does not contain $x_c$. Thus $x_c$ is Gaussian about the chord with variance
\begin{equation}
\sigma_c^2=2\lambda\tau\,\frac{pq}{p+q}.
\label{eq:levy}
\end{equation}
Once $x_c$ is known, no term of the action couples its two sides, and the rule applies to each side separately. Any order of filling gives the same joint law. In bisection $p=q=h$ and $\sigma_c^2=\lambda\tau h$.

\subsection{Staging variables}

Define, for $k=1,\ldots,P-1$,
\begin{equation}
u_k=x_k-\frac{k x_{k+1}+x_0}{k+1}.
\label{eq:staging}
\end{equation}
Write $A=x_k-x_0$ and $B=x_{k+1}-x_0$, so that $u_k=A-kB/(k+1)$. Then
\begin{align}
(B-A)^2+\frac{A^2}{k}
&=\frac{k+1}{k}A^2-2AB+B^2\nonumber\\
&=\frac{k+1}{k}\left(A-\frac{kB}{k+1}\right)^2+B^2-\frac{k}{k+1}B^2\nonumber\\
&=\frac{k+1}{k}u_k^2+\frac{B^2}{k+1}.
\end{align}
The last term is what the next value of $k$ needs in place of $A^2/k$. Starting from $(x_1-x_0)^2$ and applying this for $k=1,\ldots,P-1$ yields
\begin{equation}
\sum_{k=0}^{P-1}(x_{k+1}-x_k)^2
=\frac{(x_P-x_0)^2}{P}+\sum_{k=1}^{P-1}\frac{k+1}{k}u_k^2 .
\label{eq:diagonal}
\end{equation}
Each $u_k$ contains $x_k$ with coefficient one and otherwise only $x_{k+1}$ and fixed ends. The Jacobian matrix is triangular with unit diagonal, so its determinant is one. The $u_k$ are therefore independent, with variance $2\lambda\tau k/(k+1)$. This is \eqref{eq:levy} with $p=k$, $q=1$: staging is the Lévy construction filled from the far end backwards. For $\beta=4\,\mathrm{Ry}^{-1}$ and $P=16$, $\tau=0.25\,\mathrm{Ry}^{-1}$ and the width of $u_1$ is $\sqrt{2(0.25)/2}=0.50$ bohr.

\subsection{Pseudocode}

\begin{verbatim}
free_bridge(x[0], x[P], tau):
  for k = P-1 down to 1:
    mean = (k*x[k+1] + x[0])/(k+1)
    x[k] = mean + sqrt(2*lambda*tau*k/(k+1))*normal()
  return x

levy_move(x, U):              # U = tau*sum V(x[k])
  y  = free_bridge(x[0], x[P], tau)
  Uy = tau*sum_{k=1}^{P-1} V(y[k])
  if log(uniform()) < U - Uy:  return y, Uy
  else:                        return x, U
\end{verbatim}

The spring terms are absent from the acceptance because the proposal already has the free-bridge density $q$. With $w=e^{-\tau\sum V}$ the target is $\pi=qw/\langle w\rangle$, where $\langle\cdot\rangle$ averages over free bridges, and the Metropolis ratio is
\[
\frac{\pi(y)q(x)}{\pi(x)q(y)}=\frac{w(y)}{w(x)}.
\]
One move costs $P-1$ normal deviates and $P-1$ potential evaluations, the same order of work as one single-bead sweep. Bisection vectorizes by level; the recursion above accepts any $P$.

\section{Why single-bead moves slow down}

\subsection{Ordered heat bath, free or harmonic}

Let $V=m\omega^2x^2/2$ and $\varepsilon=\beta\hbar\omega/P$. With both neighbours fixed, the springs contribute $(x_k-\bar x)^2/(2\lambda\tau)$, where $\bar x=(x_{k-1}+x_{k+1})/2$. Setting the derivative of the exponent to zero and using $2\lambda m=\hbar^2$ gives the conditional mean
\[
\frac{\bar x}{1+\lambda\tau^2m\omega^2}
=\frac{x_{k-1}+x_{k+1}}{2+\varepsilon^2}.
\]
In an ordered sweep the left neighbour is new and the right one old. With ends at zero, a mean displacement multiplied by $\mu$ per sweep obeys
\begin{equation}
(2+\varepsilon^2)\mu x_k=\mu x_{k-1}+x_{k+1}.
\end{equation}
Put $x_k=\mu^{k/2}s_k$ and divide by $\mu^{(k+1)/2}$:
\begin{equation}
(2+\varepsilon^2)\sqrt\mu\,s_k=s_{k-1}+s_{k+1}.
\end{equation}
The solutions vanishing at both ends are $s_k=\sin(n\pi k/P)$. The slowest, $n=1$, has
\begin{equation}
\mu=\left[\frac{2\cos(\pi/P)}{2+\varepsilon^2}\right]^2
\simeq1-\frac{\pi^2+(\beta\hbar\omega)^2}{P^2}.
\label{eq:heat}
\end{equation}
The relaxation time is $P^2/[\pi^2+(\beta\hbar\omega)^2]$ sweeps at large $P$. A harmonic well lowers the prefactor and leaves the power; this is not a statement about every confining potential, since a barrier between two wells can lengthen the time. At $P=128$ the free time is 1660 sweeps; for $\beta\hbar\omega=4$ it is 634.

\subsection{A bound for reversible single-bead rules}

Now let $V$ be convex. Each update picks one of the $P-1$ interior beads uniformly at random and applies any reversible rule that preserves its conditional law. Heat bath and Metropolis with any symmetric step distribution are included. Take $f=\sum_ks_kx_k$ with $s_k=\sin(\pi k/P)$. For a reversible chain the gap per update is at most $\mathrm E[(f'-f)^2]/(2\,\mathrm{Var}f)$, by the variational principle for its second eigenvalue.

Given the other beads, the old and new positions have the same conditional mean and variance. From $(a-b)^2\le2a^2+2b^2$, with $a,b$ measured from that mean, the mean-square displacement is at most four conditional variances. To bound that variance, write the conditional density as
\[
\rho(x)\propto\exp\left[-\frac{(x-\bar x)^2}{2\lambda\tau}-\tau V(x)\right]
\]
with mean $x_*$. Integration by parts gives
\begin{equation}
1=-\int(x-x_*)\rho'(x)\,dx
=\frac{\mathrm{Var}(x)}{\lambda\tau}+\tau\,\mathrm{Cov}(x,V').
\end{equation}
The covariance equals $\mathrm E[(x-x_*)(V'(x)-V'(x_*))]$, which is nonnegative because $V'$ does not decrease. Hence $\mathrm{Var}(x)\le\lambda\tau$. Averaging $s_k^2\delta_k^2$ over the chosen bead and multiplying the gap by $P-1$ updates per sweep,
\begin{equation}
g_{\rm sweep}\le\frac{2\lambda\tau\sum_ks_k^2}{\mathrm{Var}f}.
\label{eq:gap1}
\end{equation}

A lower bound on $\mathrm{Var}f$ is still needed. Let $D=\sum_ks_k\partial_kS$. Integrating by parts against $e^{-S}$ gives $\mathrm E[D]=0$ and
\[
\mathrm E[(f-\mathrm Ef)D]=\sum_ks_k^2,\qquad
\mathrm E[D^2]=\sum_{kl}s_ks_l\,\mathrm E[\partial_k\partial_lS].
\]
The spring part of the second derivative is $T/(2\lambda\tau)$, where $T$ has 2 on the diagonal and $-1$ beside it. Since $Ts=[2-2\cos(\pi/P)]s$,
\begin{equation}
\mathrm E[D^2]=\left[\frac{1-\cos(\pi/P)}{\lambda\tau}
+\tau\overline{V''}\right]\sum_ks_k^2,
\end{equation}
where $\overline{V''}$ is the equilibrium mean curvature weighted by $s_k^2$. The Cauchy--Schwarz inequality, $(\sum s_k^2)^2\le\mathrm{Var}f\;\mathrm E[D^2]$, turns \eqref{eq:gap1} into
\begin{equation}
g_{\rm sweep}\le2\left(1-\cos\frac{\pi}{P}\right)+2\lambda\tau^2\overline{V''}
\le\frac{\pi^2+2\lambda\beta^2\overline{V''}}{P^2}.
\label{eq:anyrule}
\end{equation}
If $\overline{V''}$ stays finite as $P$ grows, the relaxation time is at least of order $P^2$ sweeps. Tuning the Metropolis step cannot change this.

\subsection{Ordered overrelaxation}

The random order matters. Let an ordered sweep on the free path replace $x_k$ by $(1-\kappa)x_k+\kappa\bar x$ plus noise of variance $\kappa(2-\kappa)\lambda\tau$, which preserves the conditional variance $\lambda\tau$. The substitution used above, with $z=\sqrt\mu$, gives
\[
z^2-\kappa z\cos\frac{n\pi}{P}+\kappa-1=0.
\]
Choose $\kappa=2/[1+\sin(\pi/P)]$, which makes the discriminant vanish for $n=1$. It is then zero or negative for every mode, and the product of the roots gives $|\mu|=|z|^2=\kappa-1$. The time is
\[
\frac{1}{2-\kappa}=\frac{1+\sin(\pi/P)}{2\sin(\pi/P)}\simeq\frac{P}{2\pi}.
\]
At $P=32$ this is 5.6 sweeps, against 104 for the heat bath. The $P^2$ law therefore belongs to the rules specified above, not to every local algorithm.

\section{Why the whole-bridge move does not}

For $V=0$ each Lévy move is accepted and gives an independent path. For an interacting path let $V$ be bounded below and shift it so that $V\ge0$; then $w\le1$. The density for an accepted move from $x$ to $y$ is $q(y)\min[1,w(y)/w(x)]$. Both entries of the minimum are at least $w(y)$, so the transition kernel satisfies
\begin{equation}
K(x,dy)\ge q(y)w(y)\,dy=\langle w\rangle\,\pi(dy).
\label{eq:minor}
\end{equation}
Hence $K=\langle w\rangle\Pi+(1-\langle w\rangle)R$, where $\Pi$ draws afresh from $\pi$ and $R$ is another transition kernel that preserves $\pi$. On an observable of zero mean, $\Pi$ gives zero, and $R$ cannot increase the mean square because averaging does not. After $n$ moves the normalized autocorrelation obeys
\begin{equation}
|C(n)|\le(1-\langle w\rangle)^n,\qquad
t_{\rm rel}\le\frac1{\langle w\rangle}.
\label{eq:levybound}
\end{equation}
Jensen's inequality gives $\langle w\rangle\ge\exp(-\tau\sum_k\langle V(x_k)\rangle)$. The exponent approaches minus the imaginary-time integral of the free-bridge average of $V$. If that average is bounded along the path, $\langle w\rangle$ stays away from zero as $P\to\infty$. This is the sense in which the critical slowing is removed.

The number $\langle w\rangle$ is a ratio of discretized path integrals with and without $V$, so its limit is $\rho(x_0,x_P;\beta)/\rho_{\rm free}(x_0,x_P;\beta)$. For the harmonic well with ends at zero, Gaussian integration gives $\langle w\rangle=[\det T/\det(T+\varepsilon^2)]^{1/2}$. Expanding the determinant of size $n$ along its last row gives $D_n=(2+\varepsilon^2)D_{n-1}-D_{n-2}$, with $D_0=1$ and $D_1=2+\varepsilon^2$. Setting $2+\varepsilon^2=2\cosh a$ solves it: $D_n=\sinh[(n+1)a]/\sinh a$, which tends to $n+1$ for $\varepsilon=0$. Therefore
\begin{equation}
\langle w\rangle=\left[\frac{P\sinh a}{\sinh(Pa)}\right]^{1/2}
\longrightarrow\left[\frac{\beta\hbar\omega}{\sinh(\beta\hbar\omega)}\right]^{1/2}.
\end{equation}
For $\beta\hbar\omega=4$ the bound is 2.59 moves at $P=16$ and 2.61 at $P=128$.

\section{Failure modes and window length}

\textbf{Low temperature.} For large $\beta\hbar\omega$ the last expression falls as $\sqrt{2\beta\hbar\omega}\,e^{-\beta\hbar\omega/2}$. At $P=128$ and $\beta\hbar\omega=16$, $1/\langle w\rangle$ is 524 moves. This is the worst case, the waiting time of the path lying at the bottom of the well: there $w=1$, and the mean acceptance is $\langle\min(1,w)\rangle=\langle w\rangle$. It sets the slowest decay of the move, but only for the rare paths with $w$ near 1. Equilibrium paths have $w<1$ and accept more often, so setting 524 against the roughly 60 sweeps that \eqref{eq:heat} gives for the heat bath in the same case does not show which move decorrelates typical paths faster. The equilibrium acceptance nevertheless falls exponentially. It is the average of $\min[w(x),w(y)]$ over two free bridges divided by $\langle w\rangle$, and $\min(a,b)\le\sqrt{ab}$ bounds it by $\langle w^{1/2}\rangle^2/\langle w\rangle$. Since $w^{1/2}$ is the weight for frequency $\omega/\sqrt2$, this bound behaves as $\sqrt{\beta\hbar\omega}\,e^{-(\sqrt2-1)\beta\hbar\omega/2}$ for small $\varepsilon$ and large $\beta\hbar\omega$, while at fixed small $\varepsilon$ the heat-bath time stays near $1/\varepsilon^2$ sweeps. Removing the growth with $P$ therefore does not make whole-path moves the better choice at every finite $P$ and $\beta$. Likewise, for $N$ independent particles moved together the weights multiply and $\langle w\rangle$ becomes an $N$th power; they should be moved separately.

\textbf{Windows that are too short.} Redrawing $j$ links at a time raises the acceptance, but $j$ must grow with $P$. Consider a free path and windows shifted by $j/2$, where $j$ is even and $2P/j$ is an integer. Each window sets the mean of its central bead to the average of the beads $j/2$ away. These centres form an ordered heat-bath chain with $2P/j$ links, and after a sweep the means of the other beads are functions of the centres' old and new values. They add no nonzero eigenvalue, so
\begin{equation}
\mu=\cos^2\frac{\pi j}{2P},\qquad
t_{\rm rel}\simeq\frac{4P^2}{\pi^2j^2}\quad(j\ll P).
\end{equation}
With $j=8$ the time rises from 26 sweeps at $P=64$ to 104 at $P=128$. With $j=P/2$ it is 2.0 at both. The window must span a fixed imaginary time $j\tau$, not a fixed number of beads. This formula is for the free path and bounds the interacting time from neither side. Rejections lengthen the time: for $j=P$ the free value is one move, which a rejected proposal cannot match. A harmonic well, on the other hand, stiffens the slowest mode and can shorten the time of short windows, as it does for single beads in \eqref{eq:heat}.

\textbf{Attractive singularities.} If $V$ is unbounded below, $w$ has no upper bound and \eqref{eq:minor} is lost. A path that enters the singular region can then be held there for arbitrarily long. For an attractive Coulomb centre, $V=-c/r$ with $c>0$, the primitive action itself fails: the bead factor $e^{\tau c/r}$ is not integrable at $r=0$, so the weight cannot be normalized.

\textbf{Closed rings.} A trace also integrates over the bead where the bridge is tied. Choosing that bead at random, independently of the configuration, preserves the target and lets every bead move. The bound \eqref{eq:levybound} was derived for fixed ends and does not by itself give the rate for a ring.

\section{Molecular dynamics in staging variables}

In $e^{-\beta H}$ the springs of \eqref{eq:action} are potential energies $\frac12m\omega_P^2(x_{k+1}-x_k)^2$. Matching the exponents gives $\omega_P^2=1/(2\lambda m\tau\beta)=P/(\beta\hbar)^2$. By \eqref{eq:diagonal}, $u_k$ has force constant $m\omega_P^2(k+1)/k$. The kinetic masses do not affect position averages, so choose $m_k=m(k+1)/k$: each free mode then has frequency $\omega_P$.

A harmonic force changes the spring matrix from $T$ to $T+\varepsilon^2$. With ends at zero let $x=Ju$. Equation \eqref{eq:diagonal} says that $J^{\mathsf T}TJ=M$, the diagonal matrix of $(k+1)/k$. The squared frequencies in units of $\omega_P^2$ are the eigenvalues of
\[
M^{-1}J^{\mathsf T}(T+\varepsilon^2)J=J^{-1}(1+\varepsilon^2T^{-1})J,
\]
namely $1+\varepsilon^2/\mu_n$ with $\mu_n=2-2\cos(n\pi/P)$. The largest tends to $1+(\beta\hbar\omega/\pi)^2$. With equal bead masses they are $\mu_n+\varepsilon^2$, and the frequency ratio grows as $2P/\sqrt{\pi^2+(\beta\hbar\omega)^2}$. For $\beta\hbar\omega=4$ and $P=128$ the ratios are 50 for equal masses and 1.62 for staging.

The ratio matters because the fastest mode limits the time step. For velocity Verlet, a mode of frequency $\Omega$ obeys $x_{n+1}-2x_n+x_{n-1}=-(\Omega\Delta t)^2x_n$. Inserting $x_n=e^{in\phi}$ gives $2\cos\phi=2-(\Omega\Delta t)^2$, and a real $\phi$ requires $\Omega\Delta t\le2$. Equal masses thus cost of order $P$ steps per slowest period; staging masses cost a number independent of $P$. A thermostat is still required: without one the total energy is conserved, and on a free or harmonic path each normal mode keeps its own energy.

\section{Worked example: an anharmonic well}

An electron moves in the model well $V=x^2/4+0.1x^4$ (Ry, with $x$ in bohr) at $\beta=4\,\mathrm{Ry}^{-1}$, or 39\,472 K, with both ends at zero. The free midpoint width is $\sqrt{\lambda\beta/2}=1.41$ bohr (0.748 \AA). Starting paths are drawn from equilibrium by accepting free bridges with probability $w$.

Diagonalizing the Hamiltonian on a finite-difference grid of spacing 0.04 bohr gives $\langle w\rangle=0.2352$. The last digit carries a mesh error of up to $10^{-4}$: the converged continuum value is 0.2351, and the time-step error at $P=128$ raises that to 0.2352. Sampling at $P=128$ gives 0.2339. Because $0\le w\le1$, its variance is at most $\langle w\rangle(1-\langle w\rangle)$, so the standard error from 60\,000 bridges is at most 0.002. The difference of 0.0013 lies inside this upper bound, which is the only error estimate made here. The midpoint rms after three Lévy moves is 0.790 bohr against 0.801 on the grid. That 1.4\% difference is about two standard errors for 10\,000 paths, estimated as for a Gaussian.

The relaxation bound is $1/0.2352=4.25$ moves. The measured acceptance is 0.45 at each $P$ from 16 to 128. For $X$ with $s_k=\sin(\pi k/P)$, the autocorrelation after one move is 0.425 to 0.446, below the bound $1-0.235=0.765$. After three moves it is near 0.1, where the bound is $0.765^3=0.45$. No trend with $P$ is resolved.

For single-bead moves at $P=128$, $\tau=0.03125\,\mathrm{Ry}^{-1}$ and the measured curvature is $\overline{V''}=1.257$ Ry/bohr$^2$. Equation \eqref{eq:anyrule} gives
\[
g_{\rm sweep}\le6.02\times10^{-4}+2(0.03125)^2(1.257)=3.06\times10^{-3},
\]
so any rule covered by that bound needs at least 327 sweeps. The curvature used here is a sample average and is good only to about half a percent; exact integration of the $P=128$ weight gives 1.251 Ry/bohr$^2$ and a bound of 328 sweeps. For Metropolis steps uniform in $\pm3\sqrt{\lambda\tau}$, the variational quotient with the measured displacements gives a stronger lower bound: about 1640 sweeps, against 104 at $P=32$. Each carries a sampling error of about 1.4\% of its value, from the variance of $X$ over 10\,000 paths estimated as for a Gaussian, so the ratio $15.8\pm0.3$ is consistent with the 16 expected for $P^2$.

In an actual run of ten odd--even sweeps, the lost correlation $\langle(X_{10}-X_0)^2\rangle/(2\langle X_0^2\rangle)$ is 0.030 at $P=64$ and 0.0077 at $P=128$, a factor of 3.9 for a doubling of $P$. At $P=16$ the loss is already 0.37, too large for this small-change scaling to apply. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
beta = 4.0 Ry^-1, hbar*omega = 1.0 Ry, quartic = 0.1 Ry/bohr^4
temperature = 39472 K
free bridge midpoint sigma = 1.4142 bohr = 0.7484 angstrom
P=16 staging sigma of u_1, u_15 = 0.5000, 0.6847 bohr
Ordered heat bath, relaxation in sweeps: P, free, harmonic
    16     26.27     10.47
    32    104.09     40.16
    64    415.35    158.90
   128   1660.38    633.90
Overrelaxed free path, P=32: 5.60 sweeps
Free path, Levy windows of j links: P, j, relaxation in sweeps
    64    8     26.27
   128    8    104.09
    64   32      2.00
   128   64      2.00
Harmonic well, whole-bridge <w>: P, beta*hbar*omega, <w>, 1/<w>
    16   4.0   0.386331      2.588
   128   4.0   0.382905      2.612
   128   8.0   0.073328     13.637
   128  16.0   0.001909    523.721
MD max/min frequency, harmonic: P, equal masses, staging masses
    16     6.31   1.6080
   128    50.33   1.6188
Anharmonic well, Levy: P, <w>, acceptance, C(1), C(3)
    16  0.2419   0.449   0.446   0.107
    32  0.2365   0.451   0.440   0.106
    64  0.2356   0.449   0.425   0.128
   128  0.2339   0.451   0.436   0.095
<w> from grid diagonalization = 0.2352
Levy relaxation bound 1/<w> from grid = 4.25 moves
midpoint rms: Levy P=128 0.790, grid 0.801 bohr
Anharmonic well, single-bead: P, lower bounds on relaxation in
sweeps (this Metropolis rule; any reversible random-order rule),
and correlation lost in 10 odd-even sweeps
    16      26.8       5.2    0.3721
    32     103.7      20.5    0.1130
    64     410.9      81.8    0.0300
   128    1641.3     327.0    0.0077
sin^2-weighted mean curvature, P=128 = 1.257 Ry/bohr^2
\end{verbatim}
